# Cluster sizes at the ideal trifunctional gel point: a numerical check

```python
"""
Loop-free condensation of silicon atoms with three equal groups each.
Result under test: at conversion p = 1/2 the number of n-silicon clusters
per silicon atom tends to 3/(2 sqrt(pi)) * n**(-5/2).
p : fraction of groups condensed;  q = 1 - p
number[n] : n-silicon clusters per silicon atom in the batch
weight[n] = n * number[n] : share of silicon atoms in n-silicon clusters
branch[n] : probability that a followed bond leads to n silicon atoms
"""
import itertools
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components, shortest_path
from scipy.special import gammaln, zeta

rng = np.random.default_rng(7)
TOP = 2000
sizes = np.arange(TOP + 1)


def binomial_bonds(p):
    """Probabilities of 0..3 condensed groups on one silicon atom."""
    return np.array([math.comb(3, d) * p**d * (1 - p)**(3 - d)
                     for d in range(4)])


def grow(bond_prob):
    """Cluster numbers from the branching process, term by term."""
    mean = np.dot(np.arange(4), bond_prob)
    end, pass_on, fork = [d * bond_prob[d] / mean for d in (1, 2, 3)]
    branch = np.zeros(TOP + 1)
    branch[1] = end
    for n in range(2, TOP + 1):
        pairs = np.dot(branch[1:n - 1], branch[n - 2:0:-1])
        branch[n] = pass_on * branch[n - 1] + fork * pairs
    two = np.convolve(branch, branch)[:TOP + 1]
    three = np.convolve(two, branch)[:TOP + 1]
    arms = (bond_prob[1] * branch + bond_prob[2] * two
            + bond_prob[3] * three)
    arms[0] += bond_prob[0]
    number = np.zeros(TOP + 1)
    number[1:] = arms[:-1] / sizes[1:]
    return number, branch


def closed_form(n, p):
    n = np.asarray(n, dtype=float)
    return np.exp(math.log(3) + gammaln(2*n + 1) - gammaln(n + 1)
                  - gammaln(n + 3) + (n - 1) * math.log(p)
                  + (n + 2) * math.log(1 - p))


# Closed form against the branching recursion, below, at and above gelation
results = {p: grow(binomial_bonds(p)) for p in (0.4, 0.49, 0.5, 0.6)}
for p, (number, _) in results.items():
    assert np.allclose(number[1:], closed_form(sizes[1:], p),
                       rtol=1e-8, atol=0)
critical, branch = results[0.5]


# Explicit enumeration of labelled trees with distinguishable groups
def tree_from_code(code, n):
    degree = [1 + code.count(i) for i in range(n)]
    left = degree.copy()
    matrix = np.zeros((n, n))
    for node in code:
        leaf = left.index(1)
        matrix[leaf, node] = matrix[node, leaf] = 1
        left[leaf] -= 1
        left[node] -= 1
    a, b = [i for i in range(n) if left[i] == 1]
    matrix[a, b] = matrix[b, a] = 1
    return degree, matrix


def split_sum(n):
    """Mean over n-silicon trees of the sum of all pair distances."""
    m = np.arange(1, n)
    chance = branch[m] * branch[n - m]
    return (n - 1) * np.sum(m * (n - m) * chance) / np.sum(chance)


for n in range(2, 7):
    ways = 0
    distance_total = 0.0
    for code in itertools.product(range(n), repeat=n - 2):
        degree, matrix = tree_from_code(code, n)
        if max(degree) > 3:
            continue
        choices = math.prod(math.perm(3, d) for d in degree)
        ways += choices
        paths = shortest_path(matrix, unweighted=True)
        distance_total += choices * paths.sum() / 2
    for p in (0.4, 0.5):
        counted = (ways / math.factorial(n) * (p / 3)**(n - 1)
                   * (1 - p)**(n + 2))
        assert math.isclose(counted, results[p][0][n], rel_tol=1e-10)
    assert math.isclose(distance_total / ways, split_sum(n), rel_tol=1e-10)

# Moments and the place of the gel point
below = results[0.4][0]
mean_size_below = np.sum(sizes**2 * below)
assert math.isclose(mean_size_below, (1 + 0.4) / (1 - 0.8), rel_tol=1e-8)
sol_above = np.sum(sizes * results[0.6][0])
assert math.isclose(sol_above, (0.4 / 0.6)**3, rel_tol=1e-8)
total_clusters = critical.sum()
assert abs(total_clusters - 0.25) < 1e-5      # truncated tail is about 6e-6

# Wallis integral and the two-sided bound on the central binomial ratio
for n in (1, 5, 40, 300):
    integral = quad(lambda t: math.sin(t)**(2 * n), 0, math.pi / 2,
                    epsabs=1e-12, epsrel=1e-11, limit=200)[0] * 2 / math.pi
    ratio = math.comb(2 * n, n) / 4**n
    assert math.isclose(integral, ratio, rel_tol=1e-8)
    assert 1/math.sqrt(math.pi*(n + 0.5)) < integral < 1/math.sqrt(math.pi*n)
    assert math.isclose(critical[n], 1.5 * integral / ((n + 1) * (n + 2)),
                        rel_tol=1e-8)

# Exponent, prefactor and first correction from the recursion
prefactor = 3 / (2 * math.sqrt(math.pi))


def slope(number, n):
    return math.log2(number[2 * n] / number[n])


def extrapolated_slope(number):
    return 2 * slope(number, 1000) - slope(number, 500)


exponent = extrapolated_slope(critical)
assert abs(exponent + 2.5) < 2e-4
correction = TOP * (1 - critical[TOP] * TOP**2.5 / prefactor)
assert abs(correction - 25 / 8) < 0.01        # next term is of order 1/TOP
tail = 1 - np.sum(sizes * critical)
assert math.isclose(tail, 2 * prefactor / math.sqrt(TOP), rel_tol=2e-3)

# Cutoff when conversion misses the gel point
p_off = 0.49
near = results[p_off][0]
damping = 4 * p_off * (1 - p_off)
for n in (10, 100, 1000):
    predicted = 2 * (1 - p_off)**2 / p_off * damping**n
    assert math.isclose(near[n] / critical[n], predicted, rel_tol=1e-8)
cutoff = -1 / math.log(damping)

# Random pairing of groups in finite batches; loops are allowed here
atoms, runs = 200000, 10
histogram = np.zeros(128)
looped = 0
free_three_links = []
for _ in range(runs):
    chosen = rng.permutation(3 * atoms)[:3 * atoms // 2] // 3
    left, right = chosen[::2], chosen[1::2]
    one_way = coo_matrix((np.ones(len(left)), (left, right)),
                         shape=(atoms, atoms)).tocsr()
    links = one_way + one_way.T
    count, label = connected_components(links, directed=False)
    cluster_size = np.bincount(label, minlength=count)
    cluster_bonds = np.bincount(label[left], minlength=count)
    small = cluster_size < 128
    histogram += np.bincount(cluster_size[small], minlength=128)
    looped += np.sum(cluster_bonds[small] > cluster_size[small] - 1)
    bonds = np.bincount(chosen, minlength=atoms)
    free = 3.0 - bonds
    first = links @ free
    second = links @ first - bonds * free
    third = links @ second - (bonds - 1) * first
    free_three_links.append(np.dot(free, third) / free.sum())
worst = 0.0
for low, high in ((1, 2), (2, 3), (3, 4), (4, 8), (8, 16), (16, 32),
                  (32, 64), (64, 128)):
    expected = runs * atoms * critical[low:high].sum()
    deviation = histogram[low:high].sum() - expected
    worst = max(worst, abs(deviation) / math.sqrt(expected))
assert worst < 5
looped_share = looped / histogram.sum()
assert looped_share < 1e-3
free_seen = np.mean(free_three_links)
assert abs(free_seen - 1) < 0.02              # (2p)**3 * 2q at p = 1/2

# Freely rotating chain of straight Si-Si links, tetrahedral at silicon.
# Density of the far end within bonding reach, in units of 1/link**3.
chains, longest = 200000, 40
direction = rng.normal(size=(chains, 3))
direction /= np.linalg.norm(direction, axis=1)[:, None]
end_point = direction.copy()
shell_volume = 4 * math.pi / 3 * (1.25**3 - 0.75**3)
ring_density = np.zeros(longest + 1)
for j in range(2, longest + 1):
    side = rng.normal(size=(chains, 3))
    side -= np.sum(side * direction, axis=1)[:, None] * direction
    side /= np.linalg.norm(side, axis=1)[:, None]
    direction = direction / 3 + math.sqrt(8) / 3 * side
    direction /= np.linalg.norm(direction, axis=1)[:, None]
    end_point += direction
    square = np.sum(end_point**2, axis=1)
    ring_density[j] = np.mean((square > 0.75**2)
                              & (square < 1.25**2)) / shell_volume
    if j in (12, longest):
        assert math.isclose(square.mean(), 2*j - 1.5*(1 - 3.0**-j),
                            rel_tol=0.01)


def gaussian_density(j):
    """Long-chain limit, mean square end distance 2*j links squared."""
    return (3 / (4 * math.pi * j))**1.5


def ring_ratio(low, high):
    j = np.arange(low, high + 1)
    return ring_density[j].sum() / gaussian_density(j).sum()


short_ratio = ring_ratio(4, 12)
long_ratio = ring_ratio(31, 40)
assert abs(long_ratio - 1) < 0.10             # sampling and finite length
gaussian_tail = gaussian_density(1.0) * zeta(1.5, longest + 1)
ring_total = ring_density[3:].sum() + gaussian_tail

# Worked sol: rough typical inputs
silicon_molar = 2.0                           # mol/L
link_nm = 0.31                                # Si-Si distance over oxygen
film_density = 1.3                            # g/cm3, dense film
mass = {"H": 1.008, "C": 12.011, "O": 15.999, "Si": 28.085}
monomer = mass["C"] + 6*mass["H"] + mass["Si"] + 3*mass["O"]
water = 2 * mass["H"] + mass["O"]
film_unit = mass["C"] + 3*mass["H"] + mass["Si"] + 1.5*mass["O"]
per_nm3 = constants.N_A * 1e-24               # from mol/L to 1/nm3

outside = 3 * 0.5 * silicon_molar
inside = ring_total / link_nm**3 / per_nm3
loop_ratio = inside / outside
loop_share = inside / (inside + outside)
needed_silicon = inside / 0.1 / 1.5

big = 1000
gyration = math.sqrt(2 * link_nm**2 * split_sum(big) / big**2)
sphere_radius = math.sqrt(5 / 3) * gyration
inner_density = big / (4 * math.pi / 3 * sphere_radius**3)
film_silicon = film_density / film_unit * constants.N_A * 1e-21

# Equilibrium penalty: each further bond on a silicon is weaker by a factor
penalty = 0.3


def penalised(x):
    raw = np.array([1, 3*x, 3*penalty*x**2, penalty**3 * x**3])
    return raw / raw.sum()


def branching_excess(x):
    prob = penalised(x)
    return 2*prob[2] + 6*prob[3] - np.dot(np.arange(4), prob)


activity = brentq(branching_excess, 0.1, 100)
shifted = penalised(activity)
shifted_gel = np.dot(np.arange(4), shifted) / 3
shifted_exponent = extrapolated_slope(grow(shifted)[0])
assert abs(shifted_exponent + 2.5) < 5e-3

print("IDEAL LAW")
print(f"prefactor 3/(2 sqrt(pi)): {prefactor:.6f}")
print(f"exponent extrapolated from recursion: {exponent:.6f}")
print(f"n*(1 - exact/power law) at n={TOP}: {correction:.4f}")
print(f"clusters per silicon, summed to n={TOP}: {total_clusters:.6f}")
print(f"silicon share in clusters above n={TOP}: {tail:.5f}")
print(f"weight-average size at p=0.4: {mean_size_below:.4f} silicon")
print(f"sol share of silicon at p=0.6: {sol_above:.5f}")
print("RANDOM PAIRING AT p=0.5")
print(f"silicon atoms per batch: {atoms}; batches: {runs}")
print(f"worst bin deviation, n below 128: {worst:.2f} sigma")
print(f"share of these clusters with a loop: {looped_share:.2e}")
print(f"free groups seen three links away: {free_seen:.4f}")
print("WORKED SOL (rough typical inputs)")
print(f"silicon concentration: {silicon_molar:.1f} mol/L")
for n in (1, 10, 100, 1000):
    law = prefactor * n**-2.5
    molar_mass = n * monomer - (n - 1) * water
    print(f"n={n}: clusters per silicon {critical[n]:.5e}")
    print(f"  power law {law:.5e}; exact/law {critical[n]/law:.5f}")
    print(f"  concentration {critical[n]*silicon_molar*1e6:.5g} umol/L")
    print(f"  molar mass {molar_mass/1000:.4g} kg/mol")
print(f"cutoff size at p={p_off}: {cutoff:.1f} silicon")
print(f"n=1000 number, p={p_off} over p=0.5: {near[1000]/critical[1000]:.4f}")
print("NEGLECTED EFFECTS")
print(f"Si-Si link length: {link_nm:.2f} nm")
print(f"simulated/Gaussian ring density, 4-12 links: {short_ratio:.2f}")
print(f"simulated/Gaussian ring density, 31-40 links: {long_ratio:.2f}")
print(f"free groups from other clusters: {outside:.2f} mol/L")
print(f"free groups from own cluster: {inside:.2f} mol/L")
print(f"own/other ratio: {loop_ratio:.2f}; loop share {loop_share:.2f}")
print(f"silicon needed for own/other 0.1: {needed_silicon:.0f} mol/L")
print(f"ideal radius of gyration, n=1000: {gyration:.2f} nm")
print(f"silicon density inside it: {inner_density:.2f} per nm3")
print(f"dense film at {film_density} g/cm3: {film_silicon:.2f} Si per nm3")
print(f"bond penalty factor: {penalty}; gel point p={shifted_gel:.4f}")
print(f"exponent with penalty: {shifted_exponent:.5f}")
print("finished without a failed check")
```

Output:

```
IDEAL LAW
prefactor 3/(2 sqrt(pi)): 0.846284
exponent extrapolated from recursion: -2.499995
n*(1 - exact/power law) at n=2000: 3.1213
clusters per silicon, summed to n=2000: 0.249994
silicon share in clusters above n=2000: 0.03782
weight-average size at p=0.4: 7.0000 silicon
sol share of silicon at p=0.6: 0.29630
RANDOM PAIRING AT p=0.5
silicon atoms per batch: 200000; batches: 10
worst bin deviation, n below 128: 1.59 sigma
share of these clusters with a loop: 2.80e-05
free groups seen three links away: 0.9992
WORKED SOL (rough typical inputs)
silicon concentration: 2.0 mol/L
n=1: clusters per silicon 1.25000e-01
  power law 8.46284e-01; exact/law 0.14770
  concentration 2.5e+05 umol/L
  molar mass 0.09414 kg/mol
n=10: clusters per silicon 2.00224e-03
  power law 2.67619e-03; exact/law 0.74817
  concentration 4004.5 umol/L
  molar mass 0.7793 kg/mol
n=100: clusters per silicon 8.20450e-06
  power law 8.46284e-06; exact/law 0.96947
  concentration 16.409 umol/L
  molar mass 7.631 kg/mol
n=1000: clusters per silicon 2.66784e-08
  power law 2.67619e-08; exact/law 0.99688
  concentration 0.053357 umol/L
  molar mass 76.14 kg/mol
cutoff size at p=0.49: 2499.5 silicon
n=1000 number, p=0.49 over p=0.5: 0.7116
NEGLECTED EFFECTS
Si-Si link length: 0.31 nm
simulated/Gaussian ring density, 4-12 links: 0.57
simulated/Gaussian ring density, 31-40 links: 0.90
free groups from other clusters: 3.00 mol/L
free groups from own cluster: 5.32 mol/L
own/other ratio: 1.77; loop share 0.64
silicon needed for own/other 0.1: 35 mol/L
ideal radius of gyration, n=1000: 2.24 nm
silicon density inside it: 9.87 per nm3
dense film at 1.3 g/cm3: 11.66 Si per nm3
bond penalty factor: 0.3; gel point p=0.5862
exponent with penalty: -2.50000
finished without a failed check
```
